Hole continuity in wide-gap oxides: range, subtraction and choice of variable

**1. Two nodes and one slow leak**

Let two neighbouring mesh nodes hold hole densities p₁ and p₂. Holes hop between them at rate 1 in each direction, leave each node at a slow rate λ, and are supplied to each at rate s. The steady state obeys

(1 + λ)p₁ − p₂ = s
−p₁ + (1 + λ)p₂ = s

By symmetry p₁ = p₂ = p, so λp = s and p = s/λ.

Now take λ = 10⁻¹⁷ in double precision. The spacing of numbers just above 1 is ε = 2.2 × 10⁻¹⁶, so 1 + λ is stored as 1. The leak has gone, and the matrix is singular before any solver has touched it. The size of p plays no part: multiplying s by 10⁻²⁰⁰ multiplies p by the same factor and leaves the matrix alone.

A change of variable made node by node does not restore λ. With p = p̂(1 + y), where p̂ is a current guess and y a small correction to ln p, each column is multiplied by p̂. Its diagonal is still built from 1 + λ.

Keeping λ as a separate number does help. The first row gives p₁ = (s + p₂)/(1 + λ). Inserted in the second, it leaves

[λ + λ/(1 + λ)]p₂ = s + s/(1 + λ)

because 1 − 1/(1 + λ) = λ/(1 + λ). The bracket is λ(2 + λ)/(1 + λ) and the right side is s(2 + λ)/(1 + λ), so p₂ = s/λ. Every operation in this form adds, multiplies or divides positive numbers.

The claim that holes in wide-gap oxides are hard to compute because their densities have extreme exponents therefore needs correction. The danger is subtraction between fast exchange and a slow leak. A wide gap matters because it allows their ratio to become enormous.

**2. The transport model**

Consider steady hole flow in one dimension through a fixed electrostatic potential, with Boltzmann statistics and constant mobility. Potentials are in units of kT/q. The hole density in units of the valence-band density Nv is

p = exp(φ − ψ)

where φ is the hole quasi-Fermi potential and ψ acts as the hole's potential energy. The flux is F = −D Nv(dp/dx + p dψ/dx) = −D Nv e^(−ψ) d(p e^ψ)/dx.

On a mesh edge of length h let ψ be linear, with d = ψᵢ₊₁ − ψᵢ, and let F be constant. Multiplying by e^ψ and integrating over the edge gives

F h e^(ψᵢ)(e^d − 1)/d = D Nv[pᵢe^(ψᵢ) − pᵢ₊₁e^(ψᵢ₊₁)]

With B(d) = d/(e^d − 1) and B(d)e^d = B(−d), the flux f = Fh/(D Nv) becomes the Scharfetter-Gummel form

fᵢ = aᵢpᵢ − bᵢpᵢ₊₁, aᵢ = B(dᵢ), bᵢ = B(−dᵢ)

In terms of s = e^φ = p e^ψ this is Ohm's law for one edge:

fᵢ = (sᵢ − sᵢ₊₁)/rᵢ, rᵢ = e^(ψᵢ)/aᵢ

The contacts have φ = 0 and φ = v. Without recombination f is the same on every edge, and adding the drops gives

sᵢ = 1 + (e^v − 1)Sᵢ/S_N, f = −(e^v − 1)/S_N

where Sᵢ is the sum of the resistances from the left contact to node i. Evaluated with 80 digits, this is the reference below.

The example is a 200 nm off-state channel at 300 K with h = 0.5 nm:

kTψ(x) = W + qVx/L − A sin²(πx/L)

Here W = 3.0 eV, V = 0.05 V and A = 1.4 eV, so the middle is a hole well between two barriers. The gap is 3.1 eV, Nv = 5 × 10¹⁸ cm⁻³ and the hole mobility is 0.1 cm²/Vs. The density rises from 2.0 × 10⁻³² cm⁻³ at the contacts to 4.6 × 10⁻⁹ cm⁻³ in the middle, a span of 23.4 decades. The mesh changes the integral that sets the flux by −0.05% relative to its continuum value, so discretization is not the difficulty.

**3. First contribution: small numbers alone**

To separate small density from large span, W was raised to 15 eV, an artificial value, and A reduced to 0.4 eV. The contact density is then 10⁻²⁵² Nv, but the barrier factor is only e^15.5 ≈ 5 × 10⁶. Ordinary elimination gives the mid-channel density with a relative error of 2 × 10⁻⁸. The exponent costs nothing here. It would begin to matter near 10⁻³⁰⁸, where double precision loses its full relative accuracy.

**4. Second contribution: reading a flux from nodal values**

Suppose the correct solution is known and each nodal value is rounded once. Let G = aᵢpᵢ + bᵢpᵢ₊₁ be the gross flux.

A stored density has a relative error of order ε, so the difference of the two terms has an absolute error of order εG. For u = ln p, rounding shifts u by up to about ε|u|, which is a relative shift of e^u; the error scale is ε|u|G. For the quasi-Fermi variable, bᵢpᵢ₊₁ = aᵢpᵢ exp(φᵢ₊₁ − φᵢ), hence

fᵢ = −aᵢpᵢ[exp(φᵢ₊₁ − φᵢ) − 1]

The bracket can be evaluated accurately for a small difference, but rounding φ leaves an error scale ε|φ|G.

Since f is constant while G follows p, the relative error grows towards the well. The dark current density of 8.3 × 10⁻⁴⁸ A/cm², divided by qD/h = 8.3 × 10⁻¹⁵ A cm, corresponds to a density difference of 1.0 × 10⁻³³ cm⁻³. The gross value in the middle is 2 × 4.6 × 10⁻⁹ cm⁻³. Thus G/|f| ≈ 9 × 10²⁴, and εG/|f| ≈ 2 × 10⁹. The worst relative flux errors found are 9 × 10⁸ for density and 2 × 10⁹ for log-density. For log-density the scale ε|u|G/|f| is about 60 times larger, since |u| ≈ 62 in the well. It is not reached here because u = φ − ψ, where ψ is already a stored number and φ is almost constant. Neighbouring values of u are then rounded by the same amount, which multiplies both terms of the flux by a common factor and leaves their balance intact. This holds among numbers of one spacing. Where |u| crosses 64 on the flanks of the well the spacing doubles and the roundings can differ; for slightly different bendings this raises the worst error to about 3εG/|f|, still far below the scale.

The quasi-Fermi form fails more quietly. The true step of φ in the middle is about 10⁻³³/(4.6 × 10⁻⁹) ≈ 2 × 10⁻²⁵, far below the spacing of stored numbers near φ = 0.6. Neighbouring values become equal, the flux reads zero, and the relative error is 1. Its worst error, 9.5, can arise where a rounded value jumps.

A second case shows where this variable is better. At a bias of 10⁻¹² V, with the same band bending, the worst relative errors over the 20 edges next to the left contact are 6 × 10⁻⁴ for density, 2 × 10⁻² for log-density and 8 × 10⁻¹⁵ for φ. There φ itself is the small departure from equilibrium and is stored with full relative accuracy. The other two must recover it from a difference. This advantage needs the zero of φ to lie close to the contact potentials. A large constant added to φ would make the stored spacing too coarse for its small steps.

At the working bias all three variables give the flux to better than 10⁻¹² near that contact. A bad local flux in the well is therefore a fault of reading and does not yet make the solution wrong.

**5. Third contribution: the stored matrix**

When the solution is unknown, continuity at node i reads fᵢ − fᵢ₋₁ = 0, or

−aᵢ₋₁pᵢ₋₁ + (bᵢ₋₁ + aᵢ)pᵢ − bᵢpᵢ₊₁ = 0

The diagonal must equal the two rates out of node i. If rounding stores bᵢ₋₁ + aᵢ + δᵢ, the equation actually stored is

fᵢ − fᵢ₋₁ + δᵢpᵢ = 0

This is continuity with a false recombination rate δᵢD/h², or false generation if δᵢ is negative.

To find its effect on the well, sum over all interior nodes. The inner fluxes cancel:

f_last − f_first + Σδᵢpᵢ = 0

Almost all resistance lies in the barriers, so s has nearly one value s_m across the well. Let R_l and R_r be the resistances from the middle to the contacts. Then f_first = (1 − s_m)/R_l and f_last = (s_m − e^v)/R_r, and

s_m(k_e + k_f) = 1/R_l + e^v/R_r
k_e = 1/R_l + 1/R_r, k_f = Σδᵢe^(−ψᵢ)

Setting k_f = 0 gives the true value, so

p_stored/p_true = k_e/(k_e + k_f)

The formula was tested by solving the stored matrix with 80 digits, which removes solver error. For seven bendings from 0.4 to 2.0 eV the two agree within 0.1%.

Dividing k_e and k_f by Σe^(−ψᵢ) and multiplying by D/h² turns them into rates per hole. For A = 1.4 eV the true escape rate is 1.9 × 10⁻¹⁴ s⁻¹ and the false rate is 1.1 × 10⁻⁵ s⁻¹, a false lifetime of 26 hours. Their ratio gives a stored density of 1.8 × 10⁻⁹ times the true one.

The escape rate can be traced by hand. Near a contact sin²(πx/L) ≈ π²x²/L², so e^ψ falls as a Gaussian exp(−αx²) with α = π²A/(L²kT). Near the middle e^(−ψ) falls away from its peak as the same Gaussian. With w = √(π/α), each barrier contributes an integral w/2 and the well contributes w. Neglecting the small tilt across each region,

1/R_l ≈ (2h/w)e^(−ψ₀), 1/R_r ≈ (2h/w)e^(−ψ₀−v)
Σe^(−ψᵢ) ≈ (w/h)exp(−ψ₀ − v/2 + A/kT)

where ψ₀ = W/kT. Dividing, and using 1 + e^(−v) = 2e^(−v/2)cosh(v/2),

escape rate ≈ (4D/w²)cosh(v/2)exp(−A/kT)

With D = 2.6 × 10⁻³ cm²/s, w = 15.3 nm and v = 1.93 this is 2.0 × 10⁻¹⁴ s⁻¹, about 5% above the numerical value.

The rounding scale is εD/h² = 2.3 × 10⁻⁴ s⁻¹. The actual false rate is about twenty times smaller; the δᵢ vary in size and sign, so their weighted sum need not reach the scale. Its value, and even its sign, can change with the last digits of the input. Equating escape to rounding gives a critical bending near kT ln(1/ε) = 0.93 eV, lowered by about 0.15 eV by the factor 4(h/w)²cosh(v/2). With a false rate twenty times below the scale, the crossover for the stored matrix lies higher by kT ln 20 ≈ 0.08 eV, near 0.87 eV. Halving h multiplies the rounding scale by four, so a finer mesh does not in itself cure the fault.

**6. Fourth contribution: elimination**

Ordinary elimination adds rounding of its own when it forms each pivot by subtraction. Relative to the true density, the mid-channel result is:

A = 0.8 eV: 1.08, against 1.000 for the stored matrix solved with 80 digits
A = 1.0 eV: 0.0046, against 0.0062
A = 1.4 eV: −1.5 × 10⁻⁹, against +1.8 × 10⁻⁹

At 0.8 eV the 8% error thus comes from elimination. At 1.4 eV the density has become negative, as it does when net false generation exceeds the true escape.

The cure generalizes the two-node calculation. Let K be a real recombination rate in units D/h² and g the supply per node in matching units. Suppose all nodes left of i have been eliminated, leaving

(Lᵢ + aᵢ)pᵢ = Sᵢ + bᵢpᵢ₊₁

where Lᵢ is the leak and Sᵢ now denotes the collected supply. The flux to the next node is

aᵢpᵢ − bᵢpᵢ₊₁ = aᵢSᵢ/(Lᵢ + aᵢ) − bᵢLᵢpᵢ₊₁/(Lᵢ + aᵢ)

since aᵢ/(Lᵢ + aᵢ) − 1 = −Lᵢ/(Lᵢ + aᵢ). Inserting it in the balance of node i + 1 gives

Lᵢ₊₁ = K + bᵢLᵢ/(Lᵢ + aᵢ)
Sᵢ₊₁ = g + aᵢSᵢ/(Lᵢ + aᵢ)

The start is L₁ = b₀ + K and S₁ = g + a₀p₀; the right contact's inflow is added to the last supply, and back-substitution uses the first equation of this step. No positive terms are subtracted. The mid-channel density is then correct to a few parts in 10¹⁵ for all seven bendings, with density as the unknown.

**7. Fifth contribution: the variable used in Newton's method**

For both u and φ, with ψ fixed, a small change y alters p by py. Both Newton matrices are therefore the density matrix with column i multiplied by pᵢ. Scaling the rows as well does not bring back a leak lost from the diagonal.

Start from φ = 0 at all interior nodes. Only the last edge then carries a flux, and the summed Newton equation for the well is

y_m(k_e + k_f) = (e^v − 1)/R_r

Without k_f, y_m = s_m − 1. The true potential is 15.364 mV, or φ = 0.594, so s_m = 1.81 and y_m should be 0.81. With the false rate of section 5 it is 0.81 × 1.8 × 10⁻⁹ = 1.4 × 10⁻⁹, which is 4 × 10⁻⁸ mV. This fixes only the order of magnitude, because scaling and elimination add false rates of their own that change in size and sign from step to step.

The iterations show this stagnation. They stop when the largest update falls below 10⁻⁴ kT/q. After nine steps the well potential is 3 × 10⁻⁷ mV in the log form and 1.4 × 10⁻⁶ mV in the quasi-Fermi form, with last updates of 1.3 × 10⁻⁵ mV. The well has kept its initial guess, and the small update hides an error of 15 mV. With separated elimination, both forms reach 15.364 mV in nine steps.

Their residuals still contain subtracted fluxes, so this cure has a limit. A flux error of order εG, rounded again on subtraction, leaves an uncertainty of order ε²G. One may expect failure when G/|f| approaches 1/ε², somewhat earlier for log-density. This is an estimate; the Newton calculations were made at 1.4 eV alone.

**8. Sixth contribution: real recombination and light**

Dark holes at these densities are of no practical interest: a channel section of 10 μm by 20 nm would pass one in about 3 × 10²⁹ years. Photoholes stored in the well are different. Let light generate 10⁹ holes per cm³ per second, and let each recombine at rate 1/τ.

A hole released at distance x from a contact returns to it with probability equal to the fraction of barrier resistance still ahead, erfc(√α x). The integral of this over x is 1/√(πα) = w/π = 4.9 nm. Both ends together lose the holes from 9.8 nm, and the remainder collects in a well of width w:

p_mid ≈ Gτ(L − 2w/π)/w

Here G is the generation rate. For τ = 1 day this is 10⁹ × 86400 × 190.2/15.3 = 1.07 × 10¹⁵ cm⁻³, within 1% of the numerical value, 1.065 × 10¹⁵ cm⁻³. The estimate requires holes to reach the well much faster than they recombine, and to recombine there much faster than they escape.

The stored-matrix formula still holds if the real recombination rate is added to the escape rate and the δᵢ are taken from the new diagonal, since adding K changes how it is rounded. For τ = 1 μs or 1 s real recombination dominates, and the ordinary solution is in error by less than 10⁻⁹ and by 6 × 10⁻⁶, relative to the true density.

For τ = 1 day the real rate is 1.16 × 10⁻⁵ s⁻¹, or K = 1.1 × 10⁻¹⁷. Ordinary elimination returns −0.88 times the true density. The stored matrix, solved with 80 digits, returns 1.067 times it, which looks almost acceptable. But 1.067 is the ratio of the real rate to the dark false rate, 1.157/1.085. This is the result expected if K has vanished from the diagonal and rounding alone removes the photoholes. The near agreement is an accident of two similar rates.

**9. Weighing the contributions in a device**

The parameters are round values in the rough regime of amorphous indium gallium zinc oxide, whose gap is about 3 eV. Its hole mobility is poorly known, and 0.1 cm²/Vs is an assumption. Photocurrents in such oxides can persist for hours to days. This is usually attributed to ionized oxygen vacancies and trapped holes, so it motivates the one-day timescale but does not establish a free-hole lifetime of that length.

Several neglected effects are small here. The peak field is 0.22 MV/cm. Thermally assisted tunnelling has an exponent of 0.09 for a free-electron mass, a change of roughly 10%, and less for heavier holes. The exponent varies inversely with mass: the value of Nv used here corresponds to 0.34 free-electron masses, for which it is 0.27, a change of about 30%. The photohole density is 2 × 10⁻⁴ Nv, so Boltzmann statistics hold. Its charge shifts the potential little. For a photohole density n and a permittivity κ of ten times the vacuum value, the scale qnw²/κ for the well itself is 0.5 mV. If the field of this charge ends on the two contacts, half on each side, the middle shifts by (qnw/2κ)(L/2) ≈ 1.5 mV. Both are small beside kT/q. The gap exceeds bending plus bias by 1.65 eV, so the bands do not overlap for tunnelling between them.

The assumption most likely to fail is free-hole transport. Tail states trap holes, and their charge can limit the bending. If traps stay in local equilibrium and a fraction θ of holes is mobile, D for the total density becomes θD. Escape and false rates both fall by θ, so the dark error is unchanged. Against a fixed one-day lifetime, θ = 10⁻³ would raise K to 1.1 × 10⁻¹⁴. That is about 50 spacings of the stored numbers just below 2, where the diagonals within about 10 nm of the middle lie; these nodes hold about nine tenths of the holes in the well. K then survives, but rounding it to a whole number of spacings can change it by up to half a spacing, which is 1% of its value, or 2% on the flanks, where the diagonals exceed 2 and the spacing doubles. Hopping transport would need its own rates.

The gap sets the room for trouble. Dividing it by kT ln 10 gives 52 decades for 3.1 eV and 18.5 for 1.1 eV, against 15.7 decades for 1/ε. The narrower gap is not immune. For the channel length, mesh and temperature used here, it reaches the limit when bending uses most of the gap; a longer channel, a finer mesh or a lower temperature reduces the bending required. At 350 K the bending scale kT ln(1/ε) rises from 0.93 to 1.09 eV.

For this one-dimensional model, the decisive comparison is between the false rate and the sum of true escape and recombination. When the false rate is not much smaller, separating the leak matters more than choosing among the three variables. The numerical output follows.

Values computed for the example and the checks

```
kT/q at 300 K: 25.852 mV; machine eps: 2.220e-16
channel 200 nm, mesh 0.50 nm, bias 0.05 V
gap 3.1 eV, contact level 3.0 eV, bending 1.4 eV
Nv 5.0e+18 cm^-3, hole mobility 0.10 cm2/Vs
exchange rate D/h^2: 1.034e+12 1/s
contact hole density: 2.001e-32 cm^-3
mid-channel hole density: 4.553e-09 cm^-3
density span: 23.36 decades
span scale gap/(kT ln10), gap 1.1 eV: 18.5 decades
span scale gap/(kT ln10), gap 3.1 eV: 52.1 decades
critical bending scale kT ln(1/eps): 0.932 eV
mesh error of the flux integral: -5.47e-04
relative flux error: worst | mid edge | first 20 edges | same, 1e-12 V
  density: 8.9e+08 | 1.0e+00 | 1.7e-14 | 6.3e-04
  log: 1.8e+09 | 8.9e+08 | 9.0e-13 | 2.2e-02
  quasi-Fermi: 9.5e+00 | 1.0e+00 | 9.4e-15 | 8.4e-15
mid density / true: bending eV | ordinary | stored matrix | separated-1
  0.4 | 1.000e+00 | 1.000e+00 | -1.6e-15
  0.6 | 9.999e-01 | 9.999e-01 | -3.3e-16
  0.8 | 1.076e+00 | 1.000e+00 | -6.7e-16
  1.0 | 4.600e-03 | 6.195e-03 | 2.2e-15
  1.2 | 6.098e-06 | 1.771e-06 | -2.2e-16
  1.4 | -1.452e-09 | 1.763e-09 | 2.2e-16
  2.0 | -3.810e-20 | -1.563e-19 | 2.2e-16
false rate at 1.4 eV: 1.085e-05 1/s (time 25.60 h)
true escape rate at 1.4 eV: 1.913e-14 1/s
span test, contact p/Nv 1.0e-252: error 2.1e-08
true mid-channel quasi-Fermi potential: 15.3642 mV
  log, ordinary: 3.3382e-07 mV, last update 1.3e-05 mV, 9 steps
  quasi-Fermi, ordinary: 1.3920e-06 mV, last update 1.3e-05 mV, 9 steps
  log, separated: 1.5364e+01 mV, last update 2.1e-05 mV, 9 steps
  quasi-Fermi, separated: 1.5364e+01 mV, last update 2.0e-05 mV, 9 steps
illumination: generation 1.0e+09 cm^-3 s^-1
lifetime s | true mid p cm^-3 | ordinary/true | stored/true
  1e-06 | 1.232e+04 | 1.000000000 | 1.000000000
  1e+00 | 1.232e+10 | 1.000006129 | 1.000008962
  one-day K in units D/h^2: 1.119e-17
  9e+04 | 1.065e+15 | -0.878419880 | 1.066723489
dark hole current density: 8.33e-48 A/cm^2
mean wait per dark hole, 10 um x 20 nm section: 3.05e+29 years
peak field: 0.222 MV/cm
tunnelling exponent (hbar q F)^2/(24 m kT^3), free mass: 0.091
well width: 15.43 nm; one-day photohole p/Nv: 2.1e-04
potential shift by photoholes, permittivity 10: 0.459 mV
gap minus bending and bias: 1.65 eV
critical bending scale at 350 K: 1.087 eV
```
